Spin Lifetime from the Local Hanle Half-Width in a Long Channel

**Problem**

A magnetic tunnel contact injects electron spins polarised along x into a long, thin semiconductor channel that runs along the coordinate u. The same contact detects the x component of the spin density beneath it. A magnetic field B along z makes the spins precess at the angular frequency ω = gμ_B B/ħ. The spin lifetime is τ, the diffusion constant is D, and λ = √(Dτ) is the spin diffusion length.

Assume that the contact width w and the channel thickness t_c are much smaller than λ, and that the channel extends many λ to both sides. Relaxation is isotropic, the field is uniform, drift is negligible, and the contact drains negligible spin from the channel. The detected voltage is linear in the spin density, and any background has been subtracted. "Half-width" means the distance from B = 0 to the half-maximum.

(a) Find the signal, relative to its zero-field value, as a function of X = ωτ.

(b) Show that it falls to one half at ωτ = √(3 + 2√3) ≈ 2.54.

(c) An analyst reads the half-width as that of a Lorentzian, 1/(1 + ω²τ_L²). By what factor is the lifetime wrong? Does the factor depend on how the Lorentzian is matched to the curve?

(d) What changes when the contact is not narrow?

(e) Evaluate the result for a heavily doped n-type silicon channel with τ = 1 ns, and estimate the neglected effects.

**Solution**

**(a) The line shape**

Precession about z gives ds_x/dt = −ωs_y and ds_y/dt = ωs_x. Let I be the spin injection rate per unit cross-section. With diffusion, relaxation and a point source, the steady state obeys

D s_x″ − s_x/τ − ωs_y + I δ(u) = 0,

D s_y″ − s_y/τ + ωs_x = 0.

Add i times the second equation to the first and put s = s_x + i s_y. Since −ωs_y + iωs_x = iωs,

D s″ − (1 − iX)s/τ + I δ(u) = 0.

Away from the source, s″ = κ²s with κ = √(1 − iX)/λ. The root with positive real part gives the solution that decays on both sides, s(u) = s(0) exp(−κ|u|). Integrating the equation across u = 0 gives D[s′(0⁺) − s′(0⁻)] = −I. The slopes are ∓κs(0), so 2Dκs(0) = I and

s(0) = Iλ / [2D√(1 − iX)].

The contact reads the real part. Reversing the sense of precession replaces i by −i and leaves the real part unchanged, so

f(X) = Re[(1 + iX)^(−1/2)].

The same result follows from the ages of the detected spins. A random walker is back at its starting point after time t with probability density (4πDt)^(−1/2). Using ∫₀^∞ t^(−1/2) e^(−at) dt = √(π/a) with a = (1 − iX)/τ,

∫₀^∞ (4πDt)^(−1/2) e^(−t/τ) e^(iωt) dt = (1/2)√(τ/D)/√(1 − iX),

which is s(0)/I, because √(τ/D) = λ/D. Without the return factor, as for a uniformly filled region, the integral is τ/(1 − iX), whose real part is τ/(1 + X²), a Lorentzian. The return factor favours young spins: with weight t^(−1/2)e^(−t/τ) the mean age is τ/2, whereas with e^(−t/τ) alone it is τ. Younger spins have precessed less, so a larger field is needed to suppress the signal.

**(b) The half-maximum**

Put X = tan θ with 0 ≤ θ < π/2, and c = cos θ. Then

1 + iX = (cos θ + i sin θ)/cos θ = e^(iθ)/c,

f = Re[√c e^(−iθ/2)] = √c cos(θ/2).

Since cos²(θ/2) = (1 + c)/2,

f² = c(1 + c)/2.

As X grows from zero, c falls steadily from 1 towards 0, and f falls with it. The half-maximum is therefore unique. Setting f² = 1/4 gives

2c² + 2c − 1 = 0, c = (√3 − 1)/2 = 0.366,

where the negative root is rejected because c > 0. Then

1/c = 2/(√3 − 1) = √3 + 1,

1/c² = 4 + 2√3,

X_h² = tan²θ = 1/c² − 1 = 3 + 2√3,

X_h = 2.542.

Numerical integration over the spin ages puts the half-maximum at 2.54246, and a grid solution of the two coupled diffusion equations puts it at 2.5424.

**(c) What the Lorentzian analysis reports**

The Lorentzian reaches one half at ωτ_L = 1. The measured half-point is ω_h = X_h/τ, so the half-width rule gives

τ_L = 1/ω_h = τ/X_h = 0.393τ.

The lifetime is too small by the factor 2.54. The correct reading is τ = 2.54/ω_h. If D is known independently, the inferred diffusion length √(Dτ_L) is too small by √2.542 = 1.59.

The factor belongs to the half-width rule; other ways of matching give other factors. Near zero field,

(1 + iX)^(−1/2) = 1 − iX/2 + (3/8)(iX)² + …, so f ≈ 1 − 3X²/8.

The Lorentzian begins as 1 − ω²τ_L². Matching the curvatures gives τ_L = √(3/8) τ = 0.612τ. At large X, (iX)^(−1/2) = X^(−1/2)e^(−iπ/4), hence f ≈ 1/√(2X). This tail falls far more slowly than the Lorentzian tail 1/X², so no choice of τ_L fits the whole curve.

Least-squares fits with free height, made to 401 equally weighted and equally spaced points of f, give the following (with only 21 points the ratios shift by up to 0.015):

- field range of ±1 half-width, no offset: τ_L = 0.421τ;
- field range of ±5 half-widths, no offset: τ_L = 0.195τ;
- field range of ±5 half-widths, free constant offset: τ_L = 0.491τ.

All of these underestimate τ, by amounts that depend on the field range and the background. Fitting f itself removes this dependence when the assumptions hold.

**(d) A contact of finite width**

Let spins enter uniformly over the width w and let the detector average over the same width. The point-source factor exp(−κ|u − u′|) must be averaged over both positions. Separations v occur with weight 2(w − v)/w², so the average is

(2/w²) ∫₀^w (w − v)e^(−κv) dv = (2/w²)[w/κ − (1 − e^(−κw))/κ²] = 2[κw − 1 + e^(−κw)]/(κw)².

With k = √(1 + iX) and W = w/λ, the signal is proportional to

S = Re{2[kW − 1 + e^(−kW)] / [k(kW)²]}.

For small W, expanding the exponential to third order gives S ≈ f − W/3. For large W, S ≈ (2/W) Re(1/k²) = (2/W)/(1 + X²). For a contact much wider than λ on a channel much thinner than λ, the Lorentzian therefore describes the central part of the curve, including the half-width, because few of the detected spins lie close enough to the edges to diffuse out. The next term, −(2/W²) Re(1/k³), is positive at large X and falls only as X^(−3/2), so the far tail still lies above the Lorentzian. The half-point is X = 2.400 for w = 0.1λ, 1.715 for w = λ and 1.063 for w = 10λ. Applying the factor 2.54 to a contact with w = λ would overestimate the lifetime by 2.542/1.715 = 1.48.

**(e) A silicon channel**

Take rough values for heavily doped n-type silicon at 300 K: electron density n = 3×10¹⁹ cm⁻³, mobility μ = 100 cm²/Vs, g = 2 and τ = 1 ns. The contact width and channel thickness are both 50 nm, and the channel is 10000 nm long with the contact at its centre.

At this density the electrons are degenerate enough to alter the Einstein relation, which becomes D = (μ/q) n/(dn/dE_F). With six valleys and masses of 0.92 and 0.19 electron masses, the effective density of states is 2.74×10¹⁹ cm⁻³. Fermi-Dirac statistics then place the Fermi level 0.012 eV above the band edge and make D larger than μk_BT/q by 1.375. With k_BT/q = 0.02585 V,

D = 100 × 0.02585 × 1.375 = 3.55 cm²/s,

λ = √(3.55 cm²/s × 10⁻⁹ s) = 596 nm.

D does not enter X_h; it decides whether the contact counts as narrow. For g = 2, gμ_B/ħ = 0.17588 rad/(ns mT), so

B_h = 2.5425/(0.17588 × 1) = 14.46 mT.

The Lorentzian half-width rule turns this field into 1/2.542 = 0.393 ns instead of 1 ns, and the diffusion length into 596/1.595 = 374 nm.

The neglected effects are now restored, mostly one at a time.

*Width and depth.* Here W = 50/596 = 0.084. If a small constant a is added to f, the half-point condition f + a = (1 + a)/2 becomes f = (1 − a)/2. A negative a lowers X_h and a positive a raises it. The width gives a ≈ −W/3, and the half-point moves to 2.422. Injection and detection at the top surface also involve the depth modes cos(nπz/t_c), each with twice the weight of the uniform mode and with k replaced by √[k² + (nπλ/t_c)²]. Since πλ/t_c = 37, these modes hardly respond to the field and add a positive constant. With width and depth together the half-point is 2.620, about 3% above the ideal value.

*Channel ends.* Reflecting ends at distance ℓ multiply s(0) by coth(κℓ). With ℓ/λ = 8.4 the half-point stays at 2.5425.

*Spin drain.* A spin splitting V_s drives a spin current σAV_s/λ into the two channel arms, where A is the channel cross-section and σ = nqμ = 481 S/cm. It drives GV_s/2 back through a contact of conductance G. Their ratio, β = Gλ/(2σA), changes 1/k to 1/(k + β). For a contact resistance-area product of 10⁻⁴ Ω cm², β = 6×10⁻⁴ and the half-point is 2.5446.

*Drift.* A contact current density of 1000 A/cm², drawn along one arm, gives a field of 2.08 V/cm and a drift velocity of 208 cm/s. The diffusion velocity D/λ is 6×10⁴ cm/s. The half-point becomes 2.5454 if the electrons drift away from the contact, and 2.5395 if they drift towards it.

*Linearity.* With injected polarisation P = 0.3, balancing PI_c = σAV_s/λ for contact current I_c gives a splitting of 0.0014 k_BT, small enough to treat the response to the splitting as linear.

*Stray field.* Let a uniform field B_s lie along the injected spin. The spin component along the total field does not precess, while the rest precesses at the total frequency. With X_t = gμ_B τ√(B² + B_s²)/ħ,

S = [B_s² + B² f(X_t)]/(B² + B_s²).

The half-point in the applied field moves to 2.605 for B_s = 2 mT and to 2.897 for 5 mT. In the latter case the Lorentzian rule would report 1/2.897 = 0.345 ns.

For real silicon devices, the doping, mobility and lifetime above are plausible in order of magnitude, but a 50 nm contact is narrow. Contacts of micrometre width exceed this λ. On a channel much thinner than λ their half-point lies between the narrow-contact value and 1, as in (d); for a 1 µm contact on the 50 nm channel it is 1.50. This fails when the channel is not thin, because spins then also diffuse away in depth. The same contact gives 2.88 on a channel of thickness λ and about 4.8 on a substrate much thicker than λ. For a very wide contact on such a substrate the diffusion is one-dimensional in depth, f returns, and the half-point approaches 2.54 from above (2.66 for w = 20λ). The model also omits the random stray fields of a rough magnet, which vary in direction and can change the zero-field signal too; the uniform-field estimate does not bound their effect. A depletion layer, about 5 nm deep for 0.5 eV of band bending and a relative permittivity of about 12, thins the channel under the contact by roughly a tenth; its effect on the half-point was not calculated. If the signal comes from spins held in localised states at the barrier, there is no diffusive return factor, and 2.54 does not apply.

The numerical output below lists the main inputs and results.

Numbers as computed

```
Half point X, closed form: 2.54246
Half point X, time quadrature: 2.54246
Half point X, grid solution: 2.5424
cos(theta) at half point: 0.36603
Half-width rule, tau_L/tau: 0.3933
Central curvature, tau_L/tau: 0.612
Fit to 1 half-width, no offset, tau_L/tau: 0.421
Fit to 5 half-widths, no offset, tau_L/tau: 0.195
Fit to 5 half-widths, free offset, tau_L/tau: 0.491
Diffusion length understated by factor: 1.595
Half point X for contact width 0.1 lambda: 2.400
Half point X for contact width 1 lambda: 1.715
Half point X for contact width 10 lambda: 1.063
Example inputs (rough values, n-type silicon)
Temperature: 300 K
Electron density: 3e+19 cm^-3
Mobility: 100 cm2/Vs
Spin lifetime: 1 ns
g factor: 2
Masses, long and transverse: 0.92 and 0.19 m_e
Contact width: 50 nm
Channel thickness: 50 nm
Channel length: 10000 nm
Contact current density: 1000 A/cm2
Contact resistance-area: 0.0001 ohm cm2
Contact spin polarisation: 0.3
Example results
Effective density of states: 2.74e+19 cm^-3
Fermi level above band edge: 0.012 eV
Einstein ratio enhancement by degeneracy: 1.375
Diffusion constant: 3.555 cm2/s
Spin diffusion length: 596 nm
Hanle half-width: 14.46 mT
Lifetime from Lorentzian half-width: 0.393 ns
Peak Hanle voltage: 5.58 uV
Half point X with one neglected effect restored
Contact width only: 2.422
Contact width and channel depth: 2.620
Finite channel length: 2.5425
Drift: 2.5454
Spin drain into contact: 2.5446
Stray field 2 mT along spin: 2.605
Stray field 5 mT along spin: 2.897
Other checks of the regime
Channel electric field: 2.08 V/cm
Contact bias: 0.1 V
Field in 1 nm barrier: 1 MV/cm
Depletion width at 0.5 eV bending: 4.64 nm
Spin splitting / kT: 0.0014
```
